# Charge-Pumping Current of a Single Interface Trap: verification in Python

```python
# Result under test: one interface trap passing one electron per gate cycle
# from conduction band (CB) to valence band (VB) carries I = q f, which is
# 0.16 pA at 1 MHz, about 16 times a 10 fA floor. In general I = q f P.
# P: mean net electrons per cycle; level: trap energy above midgap (eV);
# k_cap: capture coefficient (cm3/s); n_i: intrinsic density (cm-3);
# t_flat: duration of each flat part of the pulse; t_em: time that each edge
# spends between flat band and threshold. Device values are round and rough.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

q, hbar, m0 = const.e, const.hbar, const.m_e
kB_eV = const.k / const.e

freq, floor = 1e6, 10e-15
edge = 30e-9
swing, window_V = 3.0, 1.0
t_flat = 0.5 / freq - edge
t_em = edge * window_V / swing
sigma, v_th = 1e-15, 1e7
k_cap = sigma * v_th
n_i300, gap = 1e10, 1.12
n_flat, n_threshold = 1e18, 1e17
width_nm, length_nm, t_ox = 100.0, 50.0, 5e-9
area_cm2 = width_nm * length_nm * 1e-14
area_m2 = area_cm2 * 1e-4


def intrinsic(T):
    return n_i300 * (T / 300) ** 1.5 * math.exp(
        -gap / (2 * kB_eV) * (1 / T - 1 / 300))


def capture_coefficient(T):
    return k_cap * math.sqrt(T / 300)


def pulse_segments(level, T=300.0, f=freq, t_edge=edge, slow=1.0, steps=1000):
    """Trapezoidal pulse as short pieces: duration, c_n, e_n, c_p, e_p."""
    ni = intrinsic(T)
    base = capture_coefficient(T) * slow * ni
    u1, u2 = math.log(n_threshold / ni), math.log(n_flat / ni)
    w = level / (kB_eV * T)
    volts = -1 + swing * (np.arange(steps) + 0.5) / steps
    rise = np.interp(volts, [-1, 0, 1, 2], [-u2, -u1, u1, u2])
    flat = 0.5 / f - t_edge
    u_all = [-u2] + list(rise) + [u2] + list(rise[::-1])
    d_edge = [t_edge / steps] * steps
    d_all = [flat] + d_edge + [flat] + d_edge
    e_n, e_p = base * math.exp(w), base * math.exp(-w)
    return [(d, base * math.exp(u), e_n, base * math.exp(-u), e_p)
            for d, u in zip(d_all, u_all)]


def periodic_flows(segments):
    """Net electrons per cycle leaving the CB and entering the VB."""
    def run(occ):
        from_cb = to_vb = 0.0
        for dt, c_n, e_n, c_p, e_p in segments:
            rate = c_n + e_n + c_p + e_p
            target = (c_n + e_p) / rate
            lost = -math.expm1(-rate * dt)
            filled = target * dt + (occ - target) * lost / rate
            from_cb += c_n * (dt - filled) - e_n * filled
            to_vb += c_p * filled - e_p * (dt - filled)
            occ = occ + (target - occ) * lost
        return occ, from_cb, to_vb
    end0, end1 = run(0.0)[0], run(1.0)[0]
    return run(end0 / (1 - (end1 - end0)))[1:]


def capture_limited(c_n, c_p, t):
    a, b = math.exp(-c_n * t), math.exp(-c_p * t)
    return (1 - a) * (1 - b) / (1 - a * b)


def edge_limited(level, T):
    base = capture_coefficient(T) * intrinsic(T) * t_em
    w = level / (kB_eV * T)
    return math.exp(-base * math.exp(w)) + math.exp(-base * math.exp(-w)) - 1


# Random simulation of individual traps, counting whole electrons
rng = np.random.default_rng(7)


def simulate(c_n, e_n, c_p, e_p, traps=100000, cycles=14, skip=6):
    full = np.zeros(traps, dtype=bool)
    count = 0

    def event(rate, duration):
        if rate == 0:
            return np.zeros(traps, dtype=bool)
        return rng.exponential(1 / rate, traps) < duration

    for cycle in range(cycles):
        full = full | event(e_p, t_em)
        caught = ~full & event(c_n, t_flat)
        full = full | caught
        returned = full & event(e_n, t_em)
        full = full & ~returned
        full = full & ~event(c_p, t_flat)
        if cycle >= skip:
            count += int(caught.sum()) - int(returned.sum())
    return count / (traps * (cycles - skip))


mc_capture = simulate(2e6, 0, 4e6, 0)
p_capture = capture_limited(2e6, 4e6, t_flat)
assert abs(mc_capture - p_capture) < 0.005  # several standard errors
en_test, ep_test = 4e7, 3e7
mc_edge = simulate(1e10, en_test, 1e10, ep_test)
p_edge = math.exp(-en_test * t_em) + math.exp(-ep_test * t_em) - 1
assert abs(mc_edge - p_edge) < 0.005

# Main estimate against the full rate equation for a midgap trap
I_one = q * freq
f_min = floor / q
P_mid, P_mid_vb = periodic_flows(pulse_segments(0.0))
assert abs(P_mid - P_mid_vb) < 1e-8
assert abs(q * freq * P_mid / I_one - 1) < 1e-3
assert abs(q * freq * P_mid * 1e12 - 0.16) < 0.005
P_low = periodic_flows(pulse_segments(0.0, f=f_min))[0]
assert abs(q * f_min * P_low / floor - 1) < 1e-3

# Shallower level: sharp emission window against the continuous sweep
level = 0.30
T_hot = 358.0
sharp_300, sharp_hot = edge_limited(level, 300.0), edge_limited(level, T_hot)
P_300 = periodic_flows(pulse_segments(level))[0]
P_hot = periodic_flows(pulse_segments(level, T=T_hot))[0]
# The sharp window ignores the finite capture time at its two ends
assert abs(sharp_300 - P_300) < 0.03
assert abs(sharp_hot - P_hot) < 0.10
assert P_hot < P_300 < P_mid

# Active energy window against the integral of P over trap energy
half_window = kB_eV * 300 * math.log(1 / (k_cap * n_i300 * t_em))
levels = np.linspace(-0.55, 0.55, 81)
P_levels = np.array([periodic_flows(pulse_segments(x))[0] for x in levels])
window_integral = float(np.sum((P_levels[1:] + P_levels[:-1]) / 2
                              * np.diff(levels)))
# The logarithmic cutoff replaces a soft edge of width about kT
assert abs(2 * half_window / window_integral - 1) < 0.08
D_it = 1e10
mean_traps = D_it * area_cm2 * window_integral
prob_one = mean_traps * math.exp(-mean_traps)

# Trap inside the oxide: capture slowed by tunnelling
barrier, m_ox = 3.1, 0.42
kappa = math.sqrt(2 * m_ox * m0 * barrier * q) / hbar
depth = 1e-9
slow = math.exp(-2 * kappa * depth)
c_fast = k_cap * n_flat
P_slow = capture_limited(c_fast * slow, c_fast * slow, t_flat)
I_slow = q * freq * P_slow
P_slow_full = periodic_flows(pulse_segments(0.0, slow=slow))[0]
# The formula leaves out the few per cent of capture on the edges
assert abs(P_slow_full / P_slow - 1) < 0.04
P_slow_10 = periodic_flows(
    pulse_segments(0.0, f=10 * freq, t_edge=edge / 10, slow=slow))[0]
I_slow_full = q * freq * P_slow_full
I_slow_10 = q * 10 * freq * P_slow_10
assert abs(I_slow_10 / I_slow_full - 1) < 0.01
assert I_slow_full < floor
needed_rate = 2 * math.atanh(floor / I_one) / t_flat
depth_limit = math.log(c_fast / needed_rate) / (2 * kappa)
P_limit = periodic_flows(
    pulse_segments(0.0, slow=math.exp(-2 * kappa * depth_limit)))[0]
assert abs(q * freq * P_limit / floor - 1) < 0.04

# Gate leakage in accumulation: degenerate-gas flux times WKB transmission
V_ox, E_F = 1.0, 0.1


def wkb_exponent(d):
    return (4 * math.sqrt(2 * m_ox * m0 * q) * d / (3 * hbar * V_ox)
            * (barrier ** 1.5 - (barrier - V_ox) ** 1.5))


for d in (2e-9, t_ox):
    action = quad(lambda s: 2 * d * math.sqrt(
        2 * m_ox * m0 * q * (barrier - V_ox * s)) / hbar, 0, 1)[0]
    assert abs(action / wkb_exponent(d) - 1) < 1e-8
supply = q * m0 * (E_F * q) ** 2 / (4 * math.pi ** 2 * hbar ** 3)
k_F = math.sqrt(2 * m0 * E_F * q) / hbar
flux_integral = quad(lambda s: s * (1 - s * s), 0, 1)[0]
supply_direct = (q * 2 / (2 * math.pi) ** 3 * hbar / m0
                 * math.pi * k_F ** 4 * flux_integral)
assert abs(supply_direct / supply - 1) < 1e-8
duty = t_flat * freq
leak_5 = supply * math.exp(-wkb_exponent(t_ox)) * area_m2 * duty
leak_2 = supply * math.exp(-wkb_exponent(2e-9)) * area_m2 * duty
assert leak_5 < floor and leak_2 > floor

# Channel electrons diffusing out through source and drain
mobility = 300.0
D = mobility * kB_eV * 300


def drain_time(L_cm):
    return L_cm ** 2 / (math.pi ** 2 * D)


n_grid = 200
matrix = (2 * np.eye(n_grid) - np.eye(n_grid, k=1) - np.eye(n_grid, k=-1))
slowest = np.linalg.eigvalsh(matrix)[0] * (n_grid + 1) ** 2
L_cm = length_nm * 1e-7
assert abs(L_cm ** 2 / (D * slowest) / drain_time(L_cm) - 1) < 1e-3
channel_electrons = 3.9 * const.epsilon_0 * area_m2 / t_ox * 1.0 / q
N_c = 2 * (1.08 * m0 * const.k * 300
           / (2 * math.pi * hbar ** 2)) ** 1.5 * 1e-6

print(f"Elementary charge: {q:.4e} C")
print(f"Gate frequency: {freq/1e6:.1f} MHz")
print(f"Current of one trap, q f: {I_one*1e12:.4f} pA")
print(f"Same current: {I_one*1e15:.1f} fA")
print(f"Measurement floor: {floor*1e15:.1f} fA")
print(f"Signal / floor: {I_one/floor:.2f}")
print(f"Lowest usable frequency: {f_min/1e3:.1f} kHz")
print(f"Gate width, length: {width_nm:.0f}, {length_nm:.0f} nm")
print(f"Edge time, flat time: {edge*1e9:.0f}, {t_flat*1e9:.0f} ns")
print(f"Gate swing, depletion part: {swing:.1f}, {window_V:.1f} V")
print(f"Emission time per edge: {t_em*1e9:.1f} ns")
print(f"Capture cross-section: {sigma:.1e} cm2")
print(f"Thermal speed at 300 K: {v_th:.1e} cm/s")
print(f"Intrinsic density at 300 K: {n_i300:.1e} cm-3")
print(f"Band gap: {gap:.2f} eV")
print(f"Carrier density in flats: {n_flat:.1e} cm-3")
print(f"Density at threshold/flat band: {n_threshold:.1e} cm-3")
print(f"Capture time in flats: {1e9/c_fast:.2f} ns")
print(f"Midgap trap, P from rate equation: {P_mid:.6f}")
print(f"Test capture case, P formula: {p_capture:.4f}")
print(f"Test capture case, P simulated: {mc_capture:.4f}")
print(f"Test edge case, P formula: {p_edge:.4f}")
print(f"Test edge case, P simulated: {mc_edge:.4f}")
print(f"Higher level above midgap: {level:.2f} eV")
print(f"Its P at 300 K, sharp window: {sharp_300:.3f}")
print(f"Its P at 300 K, full sweep: {P_300:.3f}")
print(f"Its current at 300 K: {I_one*P_300*1e12:.3f} pA")
print(f"Its P at {T_hot:.0f} K, sharp window: {sharp_hot:.3f}")
print(f"Its P at {T_hot:.0f} K, full sweep: {P_hot:.3f}")
print(f"Its current at {T_hot:.0f} K: {I_one*P_hot*1e12:.3f} pA")
print(f"Energy half-window estimate: {half_window:.3f} eV")
print(f"Full window from integral of P: {window_integral:.3f} eV")
print(f"Trap density: {D_it:.1e} cm-2 eV-1")
print(f"Mean number of active traps: {mean_traps:.3f}")
print(f"Poisson chance of exactly one: {prob_one:.3f}")
print(f"Oxide barrier: {barrier:.1f} eV; mass: {m_ox:.2f} m_e")
print(f"Tunnelling decay constant: {kappa*1e-9:.2f} nm-1")
print(f"Oxide trap depth: {depth*1e9:.1f} nm")
print(f"Its capture slowdown factor: {1/slow:.2e}")
print(f"Its capture time: {1e6/(c_fast*slow):.1f} us")
print(f"Its P, formula: {P_slow:.4f}")
print(f"Its current, formula: {I_slow*1e15:.2f} fA")
print(f"Its current, full sweep, 1 MHz: {I_slow_full*1e15:.2f} fA")
print(f"Its current, full sweep, 10 MHz: {I_slow_10*1e15:.2f} fA")
print(f"Depth where signal meets floor: {depth_limit*1e9:.2f} nm")
print(f"Oxide voltage, accumulation: {V_ox:.1f} V")
print(f"Gate Fermi energy: {E_F:.1f} eV")
print(f"Oxide field, 5 nm: {V_ox/t_ox*1e-8:.1f} MV/cm")
print(f"Oxide field, 2 nm: {V_ox/2e-9*1e-8:.1f} MV/cm")
print(f"Leakage estimate, 5 nm: {leak_5:.1e} A")
print(f"Leakage estimate, 2 nm: {leak_2*1e12:.1f} pA")
print(f"Channel electrons at 1 V overdrive: {channel_electrons:.0f}")
print(f"Channel mobility: {mobility:.0f} cm2/Vs")
print(f"Channel drain time, 50 nm: {drain_time(L_cm)*1e12:.2f} ps")
print(f"Channel drain time, 10 um: {drain_time(1e-3)*1e9:.1f} ns")
print(f"Carrier density / band density: {n_flat/N_c:.3f}")
print("verified")
```

Output:

```
Elementary charge: 1.6022e-19 C
Gate frequency: 1.0 MHz
Current of one trap, q f: 0.1602 pA
Same current: 160.2 fA
Measurement floor: 10.0 fA
Signal / floor: 16.02
Lowest usable frequency: 62.4 kHz
Gate width, length: 100, 50 nm
Edge time, flat time: 30, 470 ns
Gate swing, depletion part: 3.0, 1.0 V
Emission time per edge: 10.0 ns
Capture cross-section: 1.0e-15 cm2
Thermal speed at 300 K: 1.0e+07 cm/s
Intrinsic density at 300 K: 1.0e+10 cm-3
Band gap: 1.12 eV
Carrier density in flats: 1.0e+18 cm-3
Density at threshold/flat band: 1.0e+17 cm-3
Capture time in flats: 0.10 ns
Midgap trap, P from rate equation: 0.999998
Test capture case, P formula: 0.5491
Test capture case, P simulated: 0.5500
Test edge case, P formula: 0.4111
Test edge case, P simulated: 0.4117
Higher level above midgap: 0.30 eV
Its P at 300 K, sharp window: 0.896
Its P at 300 K, full sweep: 0.886
Its current at 300 K: 0.142 pA
Its P at 358 K, sharp window: 0.451
Its P at 358 K, full sweep: 0.429
Its current at 358 K: 0.069 pA
Energy half-window estimate: 0.357 eV
Full window from integral of P: 0.680 eV
Trap density: 1.0e+10 cm-2 eV-1
Mean number of active traps: 0.340
Poisson chance of exactly one: 0.242
Oxide barrier: 3.1 eV; mass: 0.42 m_e
Tunnelling decay constant: 5.85 nm-1
Oxide trap depth: 1.0 nm
Its capture slowdown factor: 1.20e+05
Its capture time: 12.0 us
Its P, formula: 0.0197
Its current, formula: 3.15 fA
Its current, full sweep, 1 MHz: 3.20 fA
Its current, full sweep, 10 MHz: 3.20 fA
Depth where signal meets floor: 0.90 nm
Oxide voltage, accumulation: 1.0 V
Gate Fermi energy: 0.1 eV
Oxide field, 5 nm: 2.0 MV/cm
Oxide field, 2 nm: 5.0 MV/cm
Leakage estimate, 5 nm: 1.2e-26 A
Leakage estimate, 2 nm: 1.0 pA
Channel electrons at 1 V overdrive: 216
Channel mobility: 300 cm2/Vs
Channel drain time, 50 nm: 0.33 ps
Channel drain time, 10 um: 13.1 ns
Carrier density / band density: 0.036
verified
```
